\section*{A uniaxial macrospin in the frame of a circular microwave field, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two derivations of the equivalent axial field}

\subsection{Result and model}

A single-domain magnet with its easy axis along $\hat{\mathbf z}$ is driven by a microwave field that rotates about the same axis at angular frequency $\omega$. In the frame that turns with the microwave field, the drive is at rest, and the precession torque is that of an additional static field $-(\omega/\gamma)\hat{\mathbf z}$. With $\mathbf n$ the unit magnetization seen in that frame,
\begin{align}
\dot{\mathbf n}&=-\gamma\,\mathbf n\times\mathbf B_{\rm rot}
+\alpha\,\mathbf n\times\dot{\mathbf n}
+\alpha\omega\,\mathbf n\times(\hat{\mathbf z}\times\mathbf n),
\label{eq:result}\\
\mathbf B_{\rm rot}&=b\,\hat{\mathbf x}+\left(B_0-\frac{\omega}{\gamma}+B_Kn_z\right)\hat{\mathbf z}.
\label{eq:brot}
\end{align}
The replacement of rotation by a static field is complete when the damping constant $\alpha$ is zero. With damping, the last torque in (\ref{eq:result}) remains, and no static field produces it.

The symbols are as follows. The magnetization is $M_s\mathbf m$ with $|\mathbf m|=1$ and uniform throughout the particle. The uniaxial anisotropy energy density is $-Km_z^2$ with $K>0$, and $B_K=2K/M_s$ is the anisotropy field. A static field $B_0$ acts along $\hat{\mathbf z}$, and the microwave field is
\begin{equation}
\mathbf b(t)=b(\cos\omega t,\ \sin\omega t,\ 0),\qquad b>0 .
\label{eq:drive}
\end{equation}
All fields are in tesla. The energy density divided by $M_s$ is also a field,
\begin{equation}
e=-\frac{B_K}{2}m_z^2-B_0m_z-\mathbf b(t)\cdot\mathbf m ,
\label{eq:e}
\end{equation}
and the effective field is minus its gradient with respect to $\mathbf m$:
\begin{equation}
\mathbf B_{\rm eff}=\mathbf b(t)+(B_0+B_Km_z)\hat{\mathbf z}.
\end{equation}
The motion is taken to obey the Landau--Lifshitz--Gilbert equation
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},
\qquad \gamma>0 .
\label{eq:llg}
\end{equation}
Both terms on the right are perpendicular to $\mathbf m$, so $|\mathbf m|$ stays equal to one.

The sign of $\omega$ needs a reference. Without damping and in a constant field $B\hat{\mathbf z}$, equation (\ref{eq:llg}) reads $\dot{\mathbf m}=\gamma B\,\hat{\mathbf z}\times\mathbf m$. This is a counterclockwise rotation about $+\hat{\mathbf z}$ at the rate $\gamma B$. Positive $\omega$ therefore means that the microwave field turns in the sense in which a magnetization near $+\hat{\mathbf z}$ precesses when the total axial field on it is positive.

\subsection{First derivation: rotating the equation of motion}

Let $R(t)$ be the rotation by the angle $\omega t$ about $\hat{\mathbf z}$,
\begin{equation}
R=\begin{pmatrix}\cos\omega t&-\sin\omega t&0\\ \sin\omega t&\cos\omega t&0\\ 0&0&1\end{pmatrix},
\qquad \mathbf m=R\,\mathbf n .
\end{equation}
The components of $\mathbf n$ are those that an observer turning with the drive assigns to the magnetization. Differentiating $R$ and multiplying by its transpose gives
\begin{equation}
R^{T}\dot R=\omega\begin{pmatrix}0&-1&0\\1&0&0\\0&0&0\end{pmatrix}.
\end{equation}
Applied to a vector $\mathbf v$, this matrix yields $\omega(-v_y,v_x,0)=\omega\,\hat{\mathbf z}\times\mathbf v$. Since $RR^T=1$, it follows that $\dot R\,\mathbf n=R(\omega\hat{\mathbf z}\times\mathbf n)$, and
\begin{equation}
\dot{\mathbf m}=R\,\dot{\mathbf n}+\dot R\,\mathbf n
=R\left(\dot{\mathbf n}+\omega\,\hat{\mathbf z}\times\mathbf n\right).
\label{eq:velocity}
\end{equation}

The field transforms just as simply, because of the axial symmetry. The drive is $\mathbf b(t)=R\,(b\hat{\mathbf x})$. The axis is unchanged, $\hat{\mathbf z}=R\hat{\mathbf z}$, and so is the axial component, $m_z=n_z$. Hence
\begin{equation}
\mathbf B_{\rm eff}=R\,\mathbf B_1,\qquad
\mathbf B_1=b\,\hat{\mathbf x}+(B_0+B_Kn_z)\hat{\mathbf z}.
\label{eq:b1}
\end{equation}
The vector $\mathbf B_1$ is the actual field, merely expressed along the rotating axes. It contains no $\omega$.

A proper rotation preserves cross products, $R\mathbf a\times R\mathbf c=R(\mathbf a\times\mathbf c)$. Inserting (\ref{eq:velocity}) and (\ref{eq:b1}) into (\ref{eq:llg}) and multiplying from the left by $R^T$ gives
\begin{equation}
\dot{\mathbf n}+\omega\,\hat{\mathbf z}\times\mathbf n
=-\gamma\,\mathbf n\times\mathbf B_1
+\alpha\,\mathbf n\times\left(\dot{\mathbf n}+\omega\,\hat{\mathbf z}\times\mathbf n\right).
\label{eq:before}
\end{equation}
The rotation term on the left is moved to the right and put in the form of a precession torque:
\begin{equation}
-\omega\,\hat{\mathbf z}\times\mathbf n=\omega\,\mathbf n\times\hat{\mathbf z}
=-\gamma\,\mathbf n\times\left(-\frac{\omega}{\gamma}\hat{\mathbf z}\right).
\label{eq:sign}
\end{equation}
The first equality reverses the order of the product, and the second multiplies and divides by $-\gamma$. Adding this torque to $-\gamma\,\mathbf n\times\mathbf B_1$ produces $\mathbf B_{\rm rot}=\mathbf B_1-(\omega/\gamma)\hat{\mathbf z}$, and (\ref{eq:before}) becomes (\ref{eq:result}).

The minus sign has a direct kinematic meaning. In a field $B\hat{\mathbf z}$ the magnetization turns at the rate $\gamma B$. An observer who turns at the rate $\omega$ sees the rate $\gamma B-\omega=\gamma(B-\omega/\gamma)$ and infers a field reduced by $\omega/\gamma$. If the drive turns the other way, $\omega<0$, the inferred field is increased. At $\omega=0$ the original equation with a static transverse field returns.

\subsection{The torque that is not a field}

The vector identity $\mathbf n\times(\hat{\mathbf z}\times\mathbf n)=\hat{\mathbf z}-n_z\mathbf n$ shows that the last term of (\ref{eq:result}) points along the part of $\hat{\mathbf z}$ perpendicular to $\mathbf n$. For $\omega>0$ it pushes the magnetization toward $+\hat{\mathbf z}$, whereas the equivalent field $-(\omega/\gamma)\hat{\mathbf z}$ favours $-\hat{\mathbf z}$.

To see whether an energy could represent this torque, write it as a precession torque $-\gamma\,\mathbf n\times\mathbf B'$. The required tangential field is
\begin{equation}
\mathbf B'=-\frac{\alpha\omega}{\gamma}\,\hat{\mathbf z}\times\mathbf n .
\end{equation}
On the circle of polar angle $\theta$ this field has magnitude $\alpha|\omega|\sin\theta/\gamma$ and runs along the circle, whose circumference is $2\pi\sin\theta$. Its line integral is therefore
\begin{equation}
\oint\mathbf B'\cdot d\mathbf n=-\frac{2\pi\alpha\omega}{\gamma}\sin^2\theta .
\end{equation}
The gradient of a single-valued energy would give zero. The torque thus belongs neither to a uniform static field nor to any static energy of the magnetization direction.

\subsection{Second derivation: an action in angular variables}

The second route starts from a Lagrangian. Let $\theta$ and $\varphi$ be the polar and azimuthal angles of $\mathbf m$ in the laboratory. Per unit $M_s$ and volume, take
\begin{align}
L&=\frac{1}{\gamma}(1-\cos\theta)\,\dot\varphi-e(\theta,\varphi,t),
\label{eq:lag}\\
F&=\frac{\alpha}{2\gamma}\left(\dot\theta^2+\sin^2\theta\,\dot\varphi^2\right),
\label{eq:ray}
\end{align}
where $F$ is a Rayleigh dissipation function, and for each coordinate $q$
\begin{equation}
\frac{d}{dt}\frac{\partial L}{\partial\dot q}-\frac{\partial L}{\partial q}=-\frac{\partial F}{\partial\dot q}.
\label{eq:el}
\end{equation}

It must first be shown that this describes the same magnet. For $q=\theta$ there is no $\dot\theta$ in $L$, and (\ref{eq:el}) gives $-\sin\theta\,\dot\varphi/\gamma+e_\theta=-\alpha\dot\theta/\gamma$, where subscripts on $e$ denote partial derivatives. For $q=\varphi$ it gives $\sin\theta\,\dot\theta/\gamma+e_\varphi=-\alpha\sin^2\theta\,\dot\varphi/\gamma$. Solving each for its precession term,
\begin{align}
\sin\theta\,\dot\varphi&=\gamma e_\theta+\alpha\dot\theta,
\label{eq:lab1}\\
\dot\theta&=-\frac{\gamma}{\sin\theta}e_\varphi-\alpha\sin\theta\,\dot\varphi .
\label{eq:lab2}
\end{align}
Now take the components of (\ref{eq:llg}) along the unit vectors $\hat{\boldsymbol\theta}$ and $\hat{\boldsymbol\varphi}$. The velocity is $\dot{\mathbf m}=\dot\theta\,\hat{\boldsymbol\theta}+\sin\theta\,\dot\varphi\,\hat{\boldsymbol\varphi}$, and the tangential field components are $-e_\theta$ and $-e_\varphi/\sin\theta$. With $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\varphi}$ and $\mathbf m\times\hat{\boldsymbol\varphi}=-\hat{\boldsymbol\theta}$, the precession torque is $\gamma e_\theta\hat{\boldsymbol\varphi}-(\gamma e_\varphi/\sin\theta)\hat{\boldsymbol\theta}$. The damping torque is $\alpha\dot\theta\,\hat{\boldsymbol\varphi}-\alpha\sin\theta\,\dot\varphi\,\hat{\boldsymbol\theta}$. The components are (\ref{eq:lab1}) and (\ref{eq:lab2}), so the two starting points agree.

The energy (\ref{eq:e}) in these angles is
\begin{equation}
e=-\frac{B_K}{2}\cos^2\theta-B_0\cos\theta-b\sin\theta\cos(\varphi-\omega t).
\end{equation}
Time enters through $\varphi-\omega t$ alone. The natural coordinate is the azimuth measured from the drive, $\psi=\varphi-\omega t$, for which $\dot\varphi=\dot\psi+\omega$. The Lagrangian becomes
\begin{equation}
L=\frac{1}{\gamma}(1-\cos\theta)\dot\psi+\frac{\omega}{\gamma}-\frac{\omega}{\gamma}\cos\theta-e .
\end{equation}
The constant $\omega/\gamma$ does not affect the motion. The remaining terms have the form of (\ref{eq:lag}) with $e$ replaced by
\begin{equation}
g=e+\frac{\omega}{\gamma}\cos\theta
=-\frac{B_K}{2}n_z^2-\left(B_0-\frac{\omega}{\gamma}\right)n_z-b\,n_x .
\label{eq:g}
\end{equation}
This is the energy of a magnet in the static axial field $B_0-\omega/\gamma$. Here the equivalent field comes from the term in $L$ that is linear in the velocity.

The dissipation function becomes $F=(\alpha/2\gamma)[\dot\theta^2+\sin^2\theta(\dot\psi+\omega)^2]$, with $\partial F/\partial\dot\psi=(\alpha/\gamma)\sin^2\theta(\dot\psi+\omega)$. The same steps that led to (\ref{eq:lab1}) and (\ref{eq:lab2}) now give
\begin{align}
\sin\theta\,\dot\psi&=\gamma g_\theta+\alpha\dot\theta,
\label{eq:rot1}\\
\dot\theta&=-\frac{\gamma}{\sin\theta}g_\psi-\alpha\sin\theta\,\dot\psi-\alpha\omega\sin\theta .
\label{eq:rot2}
\end{align}
Since $\hat{\mathbf z}-n_z\mathbf n=-\sin\theta\,\hat{\boldsymbol\theta}$, the last term is the $\theta$ component of $\alpha\omega\,\mathbf n\times(\hat{\mathbf z}\times\mathbf n)$. Equations (\ref{eq:rot1}) and (\ref{eq:rot2}) are the components of (\ref{eq:result}).

This route also gives an energy balance. Multiply (\ref{eq:rot1}) by $\dot\theta/\gamma$ and (\ref{eq:rot2}) by $\sin\theta\,\dot\psi/\gamma$ and subtract. The left sides cancel, and $\dot g=g_\theta\dot\theta+g_\psi\dot\psi$ leaves
\begin{equation}
\dot g=-\frac{\alpha}{\gamma}\left(\dot\theta^2+\sin^2\theta\,\dot\psi^2+\omega\sin^2\theta\,\dot\psi\right).
\label{eq:gdot}
\end{equation}
Without damping $g$ is conserved. The energy $e=g-(\omega/\gamma)n_z$ then changes at the rate $-(\omega/\gamma)\dot n_z$. Because the angular momentum density is $-M_s\mathbf m/\gamma$, this says that the energy absorbed from the drive is $\omega$ times the axial angular momentum absorbed. With damping, the last term in (\ref{eq:gdot}) can have either sign, so $g$ need not decrease.

\subsection{What each derivation assumes}

The vector derivation assumes the equation of motion and uses the behaviour of vectors under rotation. It needs no energy function, and it holds at the poles $\theta=0,\pi$, where the azimuth is undefined. A further torque built from $\mathbf m$, $\hat{\mathbf z}$ and cross products could be carried through in the same way, even if it had no energy.

The Lagrangian derivation assumes more: the conservative torques must come from an energy, and the damping from the quadratic function (\ref{eq:ray}). Its coordinates fail at the poles. In return it supplies the conserved quantity $g$ and locates the two effects of the rotation, one in $L$ and the other in $F$.

Both assume that damping acts on the velocity relative to the laboratory, where the crystal is at rest. If the dissipating surroundings turned with the drive, $F$ would contain $\dot\psi$ in place of $\dot\psi+\omega$, and the extra torque would vanish.

Both also need axial symmetry. An in-plane anisotropy proportional to $m_x^2=\sin^2\theta\cos^2(\psi+\omega t)$ contains $\cos(2\psi+2\omega t)$ and stays time dependent in the rotating frame. A linearly polarized field $2b\cos\omega t\,\hat{\mathbf x}$ is the sum of (\ref{eq:drive}) and a field of equal amplitude turning the other way. The second part appears in the rotating frame at frequency $-2\omega$. In neither case is the problem reduced to a static one.

\section{Stability, reversal and a recording grain}

Two derivations have shown that, in the frame of the drive, the rotation acts as a static axial field $-(\omega/\gamma)\hat{\mathbf z}$, together with an extra torque when there is damping that no static field can produce. It remains to find which states locked to the drive are stable, when the magnet reverses, and what this means for a recording grain.
